Why the silicon vacancy's donor levels imply a negative correlation energy

**Question**

I am setting up a model of charged vacancies in silicon for dopant diffusion. The exercise I am stuck on gives two levels of the isolated vacancy, 0.13 eV for the change from double-plus to plus and 0.05 eV for the change from plus to neutral. It asks me to verify that the effective correlation energy is negative, with magnitude 0.08 eV.

I can get 0.08 eV by subtracting the two numbers, but in the order in which they are listed I get plus 0.08 eV, and I don't see what fixes the order. I also don't understand how the result can be negative, since two electrons on the same defect repel each other. Finally, if it is negative, may I drop the singly charged vacancy from my model?

**Answer**

The order of subtraction follows from the definition of a charge-transition level, so I start there.

**1. What the two levels mean**

Let E_q be the energy of the vacancy in charge state q, with its surrounding atoms relaxed for that charge. Let μ be the chemical potential of the electrons, measured upward from the valence-band edge. A vacancy of charge q has given q electrons to the reservoir, so its formation energy is

F_q(μ) = E_q + qμ,

apart from a term that is the same for all q. The energy of q electrons at the valence edge is included in E_q.

The level ε(2+/+) is the value of μ at which V²⁺ and V⁺ have equal formation energies:

E₂ + 2μ = E₁ + μ, so μ = ε(2+/+) = E₁ − E₂.

In the same way, V⁺ and V⁰ are equal when

E₁ + μ = E₀, so μ = ε(+/0) = E₀ − E₁.

I take your numbers to be these relaxed levels, both measured from the valence edge:

E₁ − E₂ = 0.13 eV
E₀ − E₁ = 0.05 eV.

Each is the energy needed to add one electron taken from the valence edge. The first electron turns V²⁺ into V⁺, and the second turns V⁺ into V⁰.

**2. The sign of the correlation energy**

The effective correlation energy U is the extra cost of adding the second electron compared with the first:

U = (E₀ − E₁) − (E₁ − E₂) = ε(+/0) − ε(2+/+).

The order is therefore "second electron minus first electron". With your numbers,

U = 0.05 eV − 0.13 eV = −0.08 eV,

or about −0.0029 hartree. This is the negative value of magnitude 0.08 eV that the exercise asks for.

Collecting terms gives a second reading:

U = E₀ + E₂ − 2E₁.

This is the energy change of the reaction

2V⁺ → V⁰ + V²⁺,

for vacancies far enough apart not to interact. Two singly charged vacancies lower their energy by 0.08 eV when one passes an electron to the other. The chemical potential does not enter, because the total charge is the same on both sides.

The reference edge does matter. Suppose the same two numbers were depths below the conduction edge, in a crystal with band gap G. The levels above the valence edge would then be G − 0.13 eV and G − 0.05 eV, and

U = (G − 0.05 eV) − (G − 0.13 eV) = +0.08 eV.

The gap cancels but the sign is reversed.

The sign also depends on the accuracy of the levels. If each may be wrong by up to δ, their difference may be wrong by up to 2δ. The negative sign is then secure if δ is below 0.04 eV.

**3. What a negative U does to the stable charge states**

Compare V⁺ with each of its neighbours:

F₁ − F₂ = (E₁ + μ) − (E₂ + 2μ) = 0.13 eV − μ
F₁ − F₀ = (E₁ + μ) − E₀ = μ − 0.05 eV.

For V⁺ to be the lowest of the three, both differences must be negative. That requires μ > 0.13 eV and μ < 0.05 eV at once, which is impossible. With a positive U the two levels would be in the opposite order, and V⁺ would be lowest in a window of width U between them.

The two differences add up to 0.08 eV at any μ, so the larger of them is at least 0.04 eV. V⁺ therefore lies at least 0.04 eV, which is −U/2, above the ground state. This smallest excess occurs when the differences are equal:

0.13 eV − μ = μ − 0.05 eV, so μ = 0.09 eV.

At this same value V²⁺ and V⁰ have equal formation energies. At zero temperature, and among these three charge states, the vacancy is V²⁺ below 0.09 eV and V⁰ above it. Its charge changes by two units in one step. Negatively charged vacancies are left out here; they matter at higher μ.

The same energies describe the release of holes. Taking V²⁺ to V⁺ and a hole at the valence edge costs 0.13 eV, and releasing the second hole costs a further 0.05 eV. The total is 0.18 eV, or 0.09 eV per hole. These are energy differences between relaxed states; a rate would also need any barriers in between.

**4. How two repelling electrons can give U < 0**

The repulsion is still there. What can outweigh it is the movement of the neighbouring atoms, and a small model shows how.

Give the vacancy three equivalent orbitals, i = 1, 2, 3, holding n_i electrons each. The total is n = n₁ + n₂ + n₃ = 2 − q. Each pair of electrons repels with energy U₀, taken to be the same within one orbital and between two, and exchange is neglected. The atoms around the vacancy can distort along three equivalent directions. This distortion is described by a vector Q with two components, and an electron in orbital i favours the direction of a unit vector u_i. The three unit vectors lie at 120° to one another. The energy is

E = n e₀ + U₀ n(n−1)/2 − F S·Q + K|Q|²/2, with S = n₁u₁ + n₂u₂ + n₃u₃.

Here e₀ is the orbital energy without distortion, F the coupling strength and K the stiffness. Setting the derivative with respect to Q to zero gives

−F S + K Q = 0, so Q = F S/K.

Put this back into the last two terms of E:

−F²|S|²/K + F²|S|²/(2K) = −F²|S|²/(2K) = −R|S|²/2, with R = F²/K.

The relaxation energy grows as the square of S. The cases needed are:

- No electron (V²⁺): S = 0, so E₂ = 0.
- One electron (V⁺): |S|² = 1, so E₁ = e₀ − R/2.
- Two electrons in the same orbital (V⁰): |S|² = 4, so E₀ = 2e₀ + U₀ − 2R.
- Two electrons in different orbitals: |S|² = 1 + 1 + 2 cos 120° = 1, so the energy is 2e₀ + U₀ − R/2.

The last case lies 3R/2 above the third, so the neutral ground state has both electrons in one orbital. Then

U = E₀ + E₂ − 2E₁ = (2e₀ + U₀ − 2R) + 0 − (2e₀ − R) = U₀ − R.

Two electrons in one orbital distort the lattice twice as far as one electron does, and so gain four times as much relaxation energy. Two separate V⁺ vacancies gain only twice the one-electron amount. The difference between these gains is R, and in this model U is negative when R exceeds U₀.

For an illustration, choose U₀ = 0.25 eV. This is a round number, not a computed property of silicon. Your levels then fix the other two parameters:

R = U₀ − U = 0.25 eV + 0.08 eV = 0.33 eV
e₀ = ε(2+/+) + R/2 = 0.13 eV + 0.165 eV = 0.295 eV.

The second level comes out as required:

E₀ − E₁ = e₀ + U₀ − 3R/2 = 0.295 eV + 0.25 eV − 0.495 eV = 0.05 eV.

One electron gains 0.165 eV by relaxation and a pair gains 0.66 eV. If the atoms are held at Q = 0 in all three charge states, the relaxation terms vanish and the correlation energy is U₀ = +0.25 eV. V⁺ then has a stable window 0.25 eV wide. In this model, the negative sign is thus due to the relaxation.

The two levels determine U, but they do not determine U₀ and R separately. Another choice of U₀ would give another R and the same U.

**5. May you drop V⁺?**

As far as equilibrium populations are concerned, you may at low temperature, but not in general. The result in section 3 concerns the lowest energy, whereas populations also depend on how many states each charge has. In the model these numbers are:

- g₂ = 1 for V²⁺, which has no electrons in these orbitals.
- g₁ = 6 for V⁺, from three orbitals and two spin directions.
- g₀ = 3 for V⁰, from three orbitals, each holding a pair with opposite spins.

The neutral states with electrons in different orbitals lie 3R/2 = 0.495 eV higher. That is about 19 kT at 300 K, so I neglect them. The gap depends on the chosen U₀, and there are twelve such states against three. At 300 K they hardly matter for any U₀ ≥ 0: even U₀ = 0, with a gap of 0.12 eV, changes the largest V⁺ share found below only from 0.269 to 0.266. At 1273 K they add about 4% to the weight of V⁰ for U₀ = 0.25 eV, but about 70% for U₀ = 0.05 eV. I also neglect vibrational entropy and any change of the levels with temperature. In equilibrium the concentrations then obey

c_q ∝ g_q exp[−(E_q + qμ)/kT].

Form the ratio that belongs to the reaction 2V⁺ → V⁰ + V²⁺. The exponent contains μ as 0 + 2μ − 2μ = 0, so

P = c₀c₂/c₁² = (g₀g₂/g₁²) exp(−U/kT).

At 300 K, kT = 0.02585 eV and

P = (3/36) exp(0.08/0.02585) ≈ 1.84.

At 77 K the same formula gives about 1.4 × 10⁴.

To find the largest possible share of V⁺, write a = c₀/c₁ and b = c₂/c₁. Among the three charge states the V⁺ fraction is

f = c₁/(c₀ + c₁ + c₂) = 1/(1 + a + b).

Changing μ changes a and b but leaves their product ab = P fixed. Since

a + b = (√a − √b)² + 2√P,

the sum is smallest, and f largest, when a = b. Hence

f_max = 1/(1 + 2√P), with √P = [√(g₀g₂)/g₁] exp(−U/2kT).

The condition a = b means c₀ = c₂. Taking logarithms of the two concentrations gives

ln g₀ − E₀/kT = ln g₂ − (E₂ + 2μ)/kT,

and therefore

μ = (E₀ − E₂)/2 + (kT/2) ln(g₂/g₀) = 0.09 eV − (kT/2) ln 3.

The results are:

- At 77 K, f_max = 0.0042, reached at μ = 0.086 eV.
- At 300 K, f_max = 0.27, reached at μ = 0.076 eV.

So with these levels, at 77 K less than half a percent of these vacancies are V⁺ at any μ, while at room temperature the share can exceed a quarter. That largest share needs strongly p-type material. With a valence-band density of states of about 3 × 10¹⁹ cm⁻³ at 300 K, μ = 0.076 eV corresponds to about 1.6 × 10¹⁸ holes per cm³, and at 10¹⁶ holes per cm³ the V⁺ share is only about 0.4%. The numbers are also sensitive to the levels. Moving the two levels by 0.01 eV in opposite directions changes f_max to between 0.0009 and 0.019 at 77 K and to between 0.20 and 0.35 at 300 K, and moves the temperature T* derived below to between about 280 K and 470 K. In the low-temperature limit √P is large and

f_max ≈ 1/(2√P) = [g₁/(2√(g₀g₂))] exp(U/2kT).

This vanishes with an activation energy of −U/2 = 0.04 eV, the same excess energy as in section 3.

At higher temperature V⁺ can even be the most abundant of the three. That needs a < 1 and b < 1 at the same μ, hence P = ab < 1. Conversely, if P < 1, the choice a = b = √P satisfies both conditions. The condition P < 1 reads

exp(−U/kT) < g₁²/(g₀g₂).

Taking logarithms and solving for T gives

T > T* = −U/[2k ln(g₁/√(g₀g₂))].

With g₁/√(g₀g₂) = 6/√3 = 3.46, whose logarithm is 1.24, T* is about 370 K. At T* itself P = 1 and f_max = 1/3, so "most abundant" does not yet mean a majority.

The energy U is still −0.08 eV above T*. What changes is the free energy of the reaction, taken with all three species at equal concentrations,

−kT ln P = U + kT ln[g₁²/(g₀g₂)].

The second term is positive, because two V⁺ vacancies have 6 × 6 = 36 combinations of internal states, while one V⁰ and one V²⁺ have 3 × 1 = 3. At T* it cancels U.

For your diffusion model, this means that the negative U is no reason to drop V⁺. Process temperatures are far above T*, so the sign of U alone does not tell you which charge state dominates there; the position of μ does. As a rough guide, hold the levels fixed to the valence edge. V⁺ then outnumbers V⁰ only when μ < 0.05 eV + kT ln 2, which is 0.126 eV at 1273 K and needs a hole density of roughly 8 × 10¹⁹ cm⁻³. In intrinsic material at that temperature μ is near 0.39 eV, V⁺ is about 8% of these three charge states, and the negative vacancies left out here must be included as well. I would not carry the value of T*, or the two levels themselves, into a high-temperature calculation without further data. The band gap and the levels can shift with temperature. If one level moves relative to the other by a few hundredths of an electronvolt, U changes by an amount comparable with its own size. If both move together, U stays the same, but the populations at a given μ change.
